# Why tert-butyl weakens the first gallium–carbon bond relative to methyl

## The effect without crowding

Put a single alkyl group on gallium and fill the other two places with hydrogen. In H₂Ga–R no second alkyl group is present, so alkyl ligands cannot press on one another. The computed energy for breaking the Ga–C bond is 327.4 kJ/mol for R = methyl (Me) and 285.0 kJ/mol for R = tert-butyl (tBu). The bond is already weaker by

$$327.4-285.0=42.4\ \text{kJ/mol}.$$

Crowding between alkyl groups therefore cannot be the whole reason why Ga(tBu)₃ has a weaker first bond than GaMe₃. In the estimate below it supplies about a quarter of the total lowering, which is 58 kJ/mol.

All bond energies here are differences of electronic energies, without zero-point or thermal terms. Those for H₂Ga–R come from second-order perturbation theory (MP2) with frozen inner shells (the gallium 3d shell is not frozen), in the def2-SVP basis without p functions on hydrogen. Geometries use standard lengths and angles and are not fully optimised; Ga–C is 1.98 Å for methyl and 2.01 Å for tert-butyl. This modest basis is not converged. At the same geometry the H₂Ga–Me energy rises from 327.4 to 330.9 kJ/mol in the full def2-SVP basis and to 344.4 kJ/mol in def2-TZVP. Freezing the gallium 3d shell lowers it by 8 to 14 kJ/mol, depending on the basis. The methyl–tert-butyl difference moves less: from 42.4 to 43.6 kJ/mol in full def2-SVP, and to 47.8 kJ/mol if the 3d shell is also frozen. It was not computed in def2-TZVP. Measured C–H bond enthalpies of methane and isobutane differ by roughly 35–40 kJ/mol at room temperature, while the electronic difference computed below is 28.7 kJ/mol. The measured values also contain zero-point and thermal terms, whose effect on this difference was not computed. Errors near 10 kJ/mol in the differences, and near 20 kJ/mol in the absolute bond energies, therefore cannot be excluded.

## Radical stabilisation and the bond that is broken

For a partner X, the homolysis energy is

$$D(\mathrm{X{-}R})=E(\mathrm{X})+E(\mathrm{R})-E(\mathrm{XR}).$$

A positive $D$ is energy that must be supplied. Subtracting the tert-butyl value from the methyl value removes $E(\mathrm X)$:

$$D(\mathrm{X{-}Me})-D(\mathrm{X{-}tBu})=E(\mathrm{Me})-E(\mathrm{tBu})+E(\mathrm{XtBu})-E(\mathrm{XMe}).$$

The difference contains the parent molecules as well as the radicals. To isolate a radical term, a reference bond has to be chosen. With C–H as the reference, add and subtract $E(\mathrm{tBuH})-E(\mathrm{CH_4})$ and group the terms:

$$D(\mathrm{X{-}Me})-D(\mathrm{X{-}tBu})=S+P_{\mathrm X},$$

$$S=E(\mathrm{Me})+E(\mathrm{tBuH})-E(\mathrm{CH_4})-E(\mathrm{tBu}),$$

$$P_{\mathrm X}=E(\mathrm{XtBu})+E(\mathrm{CH_4})-E(\mathrm{XMe})-E(\mathrm{tBuH}).$$

$S$ is the energy released when a methyl radical takes a hydrogen atom from isobutane and leaves a tert-butyl radical. It equals the difference between the two C–H bond energies, and this is what "radical stabilisation" means here. Its usual interpretation is hyperconjugation: neighbouring C–H bonds share electron density with the half-filled orbital. The three methyl groups of tert-butyl also move apart as its central carbon flattens. $S$ contains both effects, and this calculation does not separate them.

$P_{\mathrm X}$ contains closed-shell molecules only. It measures how replacing methyl by tert-butyl changes an X–C bond relative to a C–H bond. For X = GaH₂,

$$S+P_{\mathrm{GaH_2}}=28.7+13.7=42.4\ \text{kJ/mol}.$$

Roughly a third of the weakening in H₂Ga–R is therefore not radical stabilisation on the C–H scale. The share is approximate: in the full def2-SVP basis, freezing the gallium 3d shell adds about 4 kJ/mol, all of it to $P_{\mathrm{GaH_2}}$, because $S$ contains no gallium.

Fluorine shows what the second term can do. The radicals are the same, so $S$ is still 28.7 kJ/mol, but $P_{\mathrm F}=-57.2$ kJ/mol and

$$S+P_{\mathrm F}=28.7-57.2=-28.5\ \text{kJ/mol}.$$

The tert-butyl–fluorine bond is stronger than the methyl–fluorine bond by 28.5 kJ/mol, although it releases the more stabilised radical. The change of sign fits a picture based on bond polarity. Fluorine draws electron density from carbon, and a branched carbon tolerates that better. Gallium pushes density towards carbon, and branching then brings no such advantage. Fluorine and GaH₂ differ in more than polarity, so two partners support this reading without proving it.

## Crowding as an exchange of ligands

For the full trialkyls, the first homolysis energy is

$$D_1(\mathrm R)=E(\mathrm{GaR_2})+E(\mathrm R)-E(\mathrm{GaR_3}).$$

Compare it with the uncrowded bond. In the difference $D(\mathrm{H_2Ga{-}R})-D_1(\mathrm R)$ the radical energy $E(\mathrm R)$ cancels, which leaves

$$C(\mathrm R)=E(\mathrm{GaR_3})+E(\mathrm{GaH_2})-E(\mathrm{GaR_2})-E(\mathrm{GaH_2R}),$$

$$D_1(\mathrm R)=D(\mathrm{H_2Ga{-}R})-C(\mathrm R).$$

$C$ is the energy released when one ligand moves from GaR₃ to GaH₂. If it is positive, the full ligand shell weakens the bond. Writing the last equation for methyl and for tert-butyl, and subtracting, gives

$$\Delta\equiv D_1(\mathrm{Me})-D_1(\mathrm{tBu})=S+P_{\mathrm{GaH_2}}+C(\mathrm{tBu})-C(\mathrm{Me}).$$

This is an identity. Another reference bond would move energy between $S$ and $P$ but leave $\Delta$ unchanged.

$C$ is not pure strain. Three ligands form three pairs, and two ligands form one. Homolysis removes the repulsion in the lost contacts, which lowers the bond energy. It also removes their dispersion attraction, which raises the bond energy. The remaining ligands act on gallium electronically as well.

Here $C$ is estimated from the MM3 force field as $C\approx V_3-V_2$, where $V_n$ is the interligand energy of GaRₙ plus a torsional energy for the methyl groups inside tert-butyl. Carbon–hydrogen contacts use the general combination rules instead of MM3's special parameters for that pair; with the special parameters the net crowding term found below falls from 15.9 to 14.4 kJ/mol, and its share of the lowering from 27 % to 25 %. The twists of the ligands and of their methyl groups are relaxed, while the Ga–C lengths and the 120° angles at gallium are held fixed. The electronic influence of the remaining ligands is left out.

| Energy released on loss of R, kJ/mol | Me | tBu |
|---|---:|---:|
| Strain (repulsion and torsion) | 3.1 | 54.2 |
| Attraction | −4.6 | −39.8 |
| Net, $C$ | −1.5 | 14.4 |

Replacing methyl by tert-butyl adds $54.2-3.1=51.1$ kJ/mol of strain relief. The additional loss of attraction contributes $-39.8+4.6=-35.2$ kJ/mol. The net crowding term is

$$51.1-35.2=15.9\ \text{kJ/mol}.$$

Quoting 51 kJ/mol as the steric contribution would be right for strain alone, but it would leave out the attraction lost in the same contacts.

## Why three ligands are worse than two

The net repulsion does not come from a repulsive isolated pair. In relaxed GaR₂, the MM3 interligand energy for tert-butyl minus that for methyl is −1.5 kJ/mol: two tert-butyl groups can arrange themselves so that, compared with two methyl groups, the extra attraction offsets the extra strain. The same difference for three ligands follows by adding the energy released on going from three to two:

$$15.9+(-1.5)=14.4\ \text{kJ/mol}.$$

Three copies of the favourable pair would give $3(-1.5)=-4.5$ kJ/mol. The real trio lies 18.9 kJ/mol higher. The force field has no three-body forces, and the lengths and angles at gallium are fixed, so in this model the excess must come from the torsions. A twist that suits one neighbour does not suit the other. The closest contacts in the model of Ga(tBu)₃ are 2.06 Å between hydrogens and 3.25 Å between methyl carbons of different ligands.

The pair energy can be checked by quantum mechanics through

$$W(\mathrm R)=E(\mathrm{HGaR_2})+E(\mathrm{GaH_3})-2E(\mathrm{GaH_2R}),$$

which is positive if two R groups on one gallium atom repel. Hartree–Fock theory, with def2-SVP on gallium and STO-3G on carbon and hydrogen, gives $W(\mathrm{tBu})-W(\mathrm{Me})=11.9$ kJ/mol. Hartree–Fock theory contains no dispersion. Adding the MM3 attraction changes the result to −2.0 kJ/mol, close to the −1.5 kJ/mol from MM3 alone. The two values share the same attraction, so the agreement concerns only the remaining part. In the Hartree–Fock value that part also includes the electronic influence of one ligand on the other. The comparison is limited to a minimal basis on the ligands and to the relaxed pair geometry; it does not cover the tighter geometry of three ligands.

## How large the lowering is

The composite bond energies are

$$D_1(\mathrm{GaMe_3})=327.4-(-1.5)=328.9\ \text{kJ/mol},$$

$$D_1(\mathrm{Ga(tBu)_3})=285.0-14.4=270.6\ \text{kJ/mol}.$$

The lowering is 58.3 kJ/mol, or 0.60 eV. Radical stabilisation on the C–H scale supplies 49 % of it, the closed-shell bond term 24 %, and net crowding 27 %.

For GaMe₃ the whole molecule was also computed with MP2. The result, 327.7 kJ/mol, is 1.2 kJ/mol below the composite. For methyl, then, the neglected electronic influence of the other ligands is small at this level. The same has not been shown for tert-butyl.

The crowding term is uncertain, because it is a small difference between larger strain and attraction terms. The torsional search was also limited: a lower-energy arrangement of Ga(tBu)₃ would reduce $C(\mathrm{tBu})$. Other omissions have these sizes:

- **Longer bonds.** Letting the Ga–C bonds of Ga(tBu)₃ stretch by 0.032 Å lowers its energy by 2.7 kJ/mol and reduces the relief by that amount, before any similar relaxation of Ga(tBu)₂.
- **A wider angle.** Opening Ga(tBu)₂ from 120° to 126° lowers its interligand energy by 2.4 kJ/mol, with no bending cost included. This acts in the opposite direction.
- **Radical shape.** At the Hartree–Fock/STO-3G level, a planar tert-butyl radical lies 5.0 kJ/mol above the slightly pyramidal shape used. The assumed shape therefore matters at the level of a few kJ/mol.
- **Small basis.** For two methane molecules facing each other at the 3.25 Å carbon–carbon contact, Hartree–Fock repulsion is 6.15 kJ/mol in STO-3G and 6.70 kJ/mol in the larger basis. Neither value is corrected for basis-set superposition, the artificial lowering that occurs when each molecule borrows the other's basis functions. This makes the repulsion look too small, and the Hartree–Fock pair energy of the ligands is open to the same error.
- **Zero-point energy.** Two rocking modes of the ligand disappear on homolysis. If the ligand is treated as a rigid body turning about a fixed bonding carbon, and both modes are given the stiffness computed for rocking in the GaH₂ plane, they hold about 10 kJ/mol in H₂Ga–R for methyl and 2 kJ/mol for tert-butyl. Losing them lowers the methyl bond energy by 8 kJ/mol more, which would reduce $\Delta$ from 58 to about 50 kJ/mol. Changes in the other modes are not included.

## What it means for a precursor

If two homolysis reactions had equal prefactors and their barriers differed by $\Delta$, their rate ratio at 800 K would be

$$e^{\Delta/RT}=6.4\times10^3.$$

Here $RT=6.65$ kJ/mol. With equal prefactors, an error of 8 kJ/mol in $\Delta$ changes the ratio by a factor of $e^{8/6.65}\approx3.3$. An uncertainty that looks modest in a bond energy is large in a rate.

The rocking zero-point energy should not be inserted here on its own, because the same modes also change the prefactors. Each methyl rock has $\hbar\omega\approx10$ kJ/mol, so $x=\hbar\omega/RT\approx1.5$. Its full partition function, $1/[2\sinh(x/2)]$, is within 10 % of the classical value $1/x$, which contains no zero-point energy. At 800 K most of the zero-point effect is therefore cancelled by thermal excitation of the same modes.

Trimethylgallium is used as a gallium source for vapour-phase growth, and 800 K is a rough temperature for such use. Activation energies from its pyrolysis are roughly 250 kJ/mol, well below the 328 kJ/mol found here. The two quantities are not the same: an activation energy depends on temperature and pressure, and surfaces or radical chains can take part. For Ga(tBu)₃, homolysis may not be the relevant route at all. A tert-butyl group has β-hydrogens, so it can leave as isobutene while a hydrogen atom passes to gallium. The barrier of that route was not computed, so neither its effect on the rate nor a decomposition temperature can be given.

Within these limits, four practical points follow.

1. To weaken a Ga–C bond towards homolysis, one branched ligand may be enough. H₂Ga–tBu already shows 42 of the 58 kJ/mol. Carrying this over to Me₂Ga–tBu is a conjecture, supported by the small effect of methyl spectators in GaMe₃.
2. Three bulky ligands add a smaller and less certain weakening. If bulk causes difficulties elsewhere, such as low volatility, most of the bond weakening may remain with fewer bulky groups, provided that the conjecture in point 1 holds and that homolysis controls the decomposition.
3. C–H bond energies should not be used alone to rank ligands on another element. For gallium they give 29 of the 42 kJ/mol in the uncrowded case; for fluorine they give the wrong sign.
4. Calculations on bulky alkyls need dispersion. In the model used here, leaving it out changes the pair energy of tert-butyl relative to methyl from about zero to clearly repulsive and overstates the net crowding term.

The computed values are collected in the numerical output below.

## Numbers as computed

```
High level: MP2/def2-SVP, no p functions on H
Pair test: HF, def2-SVP on Ga, STO-3G on C and H
Ga-C length used, methyl: 1.98 angstrom
Ga-C length used, tert-butyl: 2.01 angstrom
D(H2Ga-CH3), high level: 327.4 kJ/mol
D(H2Ga-tBu), high level: 285.0 kJ/mol
S, radical stabilisation on C-H scale: 28.7 kJ/mol
P, bond term for X = GaH2: 13.7 kJ/mol
P, bond term for X = F: -57.2 kJ/mol
S + P for X = GaH2: 42.4 kJ/mol
S + P for X = F: -28.5 kJ/mol
MM3 strain relieved, R = Me: 3.1 kJ/mol
MM3 attraction part of relief, R = Me: -4.6 kJ/mol
C, net crowding relief, R = Me: -1.5 kJ/mol
MM3 strain relieved, R = tBu: 54.2 kJ/mol
MM3 attraction part of relief, R = tBu: -39.8 kJ/mol
C, net crowding relief, R = tBu: 14.4 kJ/mol
tBu minus Me, strain part: 51.1 kJ/mol
tBu minus Me, dispersion part: -35.2 kJ/mol
tBu minus Me, net crowding term: 15.9 kJ/mol
One pair, tBu minus Me, HF alone: 11.9 kJ/mol
One pair, tBu minus Me, HF + attraction: -2.0 kJ/mol
One pair, tBu minus Me, MM3: -1.5 kJ/mol
D1(GaMe3), composite: 328.9 kJ/mol
D1(GaMe3), whole molecule at high level: 327.7 kJ/mol
D1(Ga(tBu)3), composite: 270.6 kJ/mol
Lowering D1(Me) - D1(tBu): 58.3 kJ/mol
Lowering in eV: 0.60 eV
Share of S in the lowering: 49 %
Share of P in the lowering: 24 %
Share of net crowding: 27 %
Closest interligand methyl C...C: 3.25 angstrom
Closest interligand H...H: 2.06 angstrom
CH4 pair at that C...C, HF/STO-3G: 6.15 kJ/mol
CH4 pair at that C...C, HF/def2-SVP no p on H: 6.70 kJ/mol
Ga-C stretch by crowding (MM3): 0.032 angstrom
Energy gained by that stretch: 2.7 kJ/mol
Ga(tBu)2, MM3 energy change from 120 to 126 deg: -2.4 kJ/mol
tBu radical, HF/STO-3G: E(planar) - E(used shape): 5.0 kJ/mol
Rocking zero-point energy, H2Ga-CH3: 10.0 kJ/mol
Rocking zero-point energy, H2Ga-tBu: 2.0 kJ/mol
Temperature for Boltzmann factor: 800 K
exp(lowering/RT): 6.4e+03 (dimensionless)
```
